# Island-size distributions from scaled capture numbers and the growth exponent

## 1. A case simple enough to see through: all islands capture equally

Atoms land on a flat surface at rate $F$ (monolayers per unit time), diffuse with hop rate $D$, and either meet to form new islands or join existing ones. Islands neither move, dissolve nor merge. Let $N_s$ be the number of islands of $s$ atoms per site, $N=\sum_s N_s$ the total island density, and $\theta=Ft$ the coverage in monolayers. When nearly all deposited atoms are in islands, $\sum_s sN_s=\theta$, so the mean size is

$$S=\frac{\theta}{N}.$$

Suppose that $S=A\theta^{w}$ with $0<w<1$. Then $N=\theta^{1-w}/A$, which increases with coverage: new islands keep appearing.

Suppose first that every island captures adatoms at the same rate, whatever its size. Each increment $d\theta$ of deposited atoms is shared equally among $N$ islands, so $ds/d\theta=1/N=A\theta^{w-1}$. An island born at coverage $\theta'$ with negligible size has, at coverage $\theta$,

$$s=\frac{A}{w}\left(\theta^w-\theta'^w\right),\qquad u\equiv\frac{s}{S}=\frac1w\left[1-\left(\frac{\theta'}{\theta}\right)^w\right].$$

Older islands are larger. The fraction of islands larger than $u$ is therefore the fraction born before $\theta'$, which is $N(\theta')/N(\theta)=(\theta'/\theta)^{1-w}$. Since $(\theta'/\theta)^w=1-wu$, this fraction is $(1-wu)^{(1-w)/w}$. Minus its derivative is the probability density of $u$:

$$f(u)=(1-w)(1-wu)^{(1-2w)/w},\qquad 0\le u<\frac1w .$$

The largest possible island, $u=1/w$, is one born at the very start. For $w=2/3$ the density is $f=\tfrac13(1-2u/3)^{-1/2}$. It rises from $1/3$ and diverges, integrably, at $u=3/2$.

The value $w=2/3$ belongs to pair nucleation (critical size one) with constant capture numbers. With dimensionless capture numbers $\sigma_1$ for adatoms and $\sigma_{av}$ for the average island, and adatom density $n_1$, the equations are

$$\frac{dN}{d\theta}=\frac DF\sigma_1n_1^2,\qquad \frac DF\,\sigma_{av}n_1N=1 .$$

The second says that islands absorb atoms as fast as they are deposited. Eliminating $n_1$ gives $N^2\,dN/d\theta=(F/D)\,\sigma_1/\sigma_{av}^2$. Hence $N\propto\theta^{1/3}$ and $S\propto\theta^{2/3}$.

## 2. Capture that depends on size

A larger island normally collects more atoms. Write its capture number as

$$\sigma_s=\sigma_{av}\,C(s/S),\qquad \sigma_{av}=\frac1N\sum_s\sigma_sN_s .$$

Islands of equal size may have different surroundings, and so different capture rates. The total rate at which islands leave size $s$ involves only their average, so $\sigma_s$ is defined as the mean over all islands of size $s$. The assumption is that this mean, divided by $\sigma_{av}$, depends on $s$ and $\theta$ through $u=s/S$ alone.

Islands of size $s$ are gained by capture at $s-1$ and lost by capture at $s$. Above the nucleation size,

$$\frac{dN_s}{d\theta}=\frac DFn_1\left(\sigma_{s-1}N_{s-1}-\sigma_sN_s\right).$$

The adatom balance gives $(D/F)n_1\sigma_{av}=1/N$, so the kinetic constants drop out:

$$\frac{dN_s}{d\theta}=\frac1N\left[C\!\left(\tfrac{s-1}S\right)N_{s-1}-C\!\left(\tfrac sS\right)N_s\right].$$

For $S\gg1$ the bracket is a difference over a small step. With $G(s)=C(s/S)N_s$,

$$G(s-1)-G(s)=-\frac{\partial G}{\partial s}+\frac12\frac{\partial^2G}{\partial s^2}-\dots$$

Each derivative of a smooth function of $s/S$ brings a factor $1/S$, so the second term is smaller than the first by order $1/S$. Dropping it and multiplying by $\theta$, with $\theta/N=S$, gives

$$\theta\frac{\partial N_s}{\partial\theta}=-S\frac{\partial}{\partial s}\left(CN_s\right).$$

Now insert the scaling form

$$N_s=\frac{\theta}{S^2}f(u).$$

Its prefactor is fixed by counting: $\sum_sN_s\to(\theta/S)\int f\,du=N$ requires $\int f\,du=1$, and $\sum_s sN_s\to\theta\int uf\,du=\theta$ requires $\int uf\,du=1$.

At fixed $s$, $\theta\,\partial S/\partial\theta=wS$ and $\theta\,\partial u/\partial\theta=-wu$. The left side is therefore

$$\theta\frac{\partial N_s}{\partial\theta}=\frac\theta{S^2}\left[f-2wf-wuf'\right].$$

On the right, $\partial/\partial s=S^{-1}d/du$, so the factor $S$ cancels and the result is $-(\theta/S^2)(Cf)'$. Equating the two sides,

$$(1-2w)f-wuf'=-C'f-Cf'.$$

Collecting $f'$ on the left gives

$$(C-wu)f'=(2w-1-C')f .$$

Division and integration from $0$ to $u$ yield

$$\boxed{f(u)=f(0)\exp\int_0^u\frac{2w-1-C'(x)}{C(x)-wx}\,dx}$$

for $u$ below $u^*$, the first zero of $C(u)-wu$. If there is no zero, $u^*=\infty$. I take $C(0)>0$, so that the denominator starts positive.

As a limit, set $C=1$. The exponent is $(2w-1)\int_0^u dx/(1-wx)=\frac{1-2w}{w}\ln(1-wu)$, which reproduces the power found in Section 1. The prefactor is still missing.

## 3. The prefactor, and a condition on the input

Consider the combination $J(u)=(C-wu)f$. Using the differential equation for $f'$,

$$J'=(C'-w)f+(2w-1-C')f=-(1-w)f .$$

Integrate from $0$ to $u^*$. If $J$ vanishes at the upper end, which is checked below, then $-J(0)=-(1-w)\int f\,du$. With $\int f\,du=1$,

$$f(0)=\frac{1-w}{C(0)} .$$

This is a statement about nucleation. The flux of islands out of the smallest sizes, per unit $\ln\theta$ and per island, is $C(0)f(0)$. It must equal $d\ln N/d\ln\theta=1-w$.

The first moment gives a second relation. Multiply $J'=-(1-w)f$ by $u$ and integrate by parts, with $uJ\to0$ at the upper end:

$$-\int(C-wu)f\,du=-(1-w)\int uf\,du .$$

The terms in $w$ cancel, leaving

$$\int Cf\,du=\int uf\,du .$$

This holds even for a trial $C$ that has not been properly scaled, provided $J$ vanishes at the upper end and the mean $\int uf\,du$ is finite. Then $J(u)=(1-w)\int_u^{u^*} f\,dx$, so $uJ\le(1-w)\int_u^{u^*} xf\,dx\to0$. A finite mean alone is not enough: for $C\propto u^3$ the mean converges, but $J$ tends to a constant and $\int Cf\,du$ diverges. But both integrals must also equal one: the left by the definition of $\sigma_{av}$, the right by the definition of $S$. These two requirements amount to one condition, and not every pair $C(u)$, $w$ meets it. Using the formula with a prescribed $C$ and $w$ therefore presupposes a consistent pair.

If a trial function $\tilde C(v)$ gives a mean $m\ne1$, the size axis was not measured in units of the mean. Setting $v=mu$ and

$$C(u)=\frac{\tilde C(mu)}m,\qquad f(u)=m\tilde f(mu)$$

repairs this. Indeed $\tilde C(v)-wv=m[C(u)-wu]$ and $dv=m\,du$, while $d\tilde C/dv=dC/du$, so the integral in the exponent keeps its form. Alternatively, one parameter of $C$ can be adjusted until the mean is one.

## 4. The same result read as a history

An island of scaled size $u$ grows as $ds/d\theta=C/N$. Since $\theta/(NS)=1$,

$$\frac{du}{d\ln\theta}=\frac{\theta}{S}\frac{C}{N}-wu=C(u)-wu .$$

The first term is capture. The second is the growth of the yardstick $S$. Hence

$$T(u)=\int_0^u\frac{dx}{C(x)-wx}$$

is the logarithmic age, $\ln(\theta/\theta')$, of an island now at $u$.

Because $f=J/(C-wu)$, the equation for $J$ reads $J'/J=-(1-w)T'$. With $J(0)=1-w$, its solution is $J=(1-w)e^{-(1-w)T}$, or

$$f(u)=\frac{1-w}{C(u)-wu}\,e^{-(1-w)T(u)} .$$

Its logarithmic derivative is $-(C'-w)/(C-wu)-(1-w)/(C-wu)$, whose sum is $(2w-1-C')/(C-wu)$, so it is the boxed formula again. This version needs no derivative of $C$, which matters when $C$ comes from noisy simulation data.

It also settles the upper end. $J$ vanishes there if $T\to\infty$, that is, if an island needs unlimited logarithmic time to arrive. This is so at a simple zero of $C-wu$, and also when $C$ stays above $wu$ but grows no faster than linearly. If instead $C\propto u^2$ at large $u$, then $T(\infty)$ is finite: islands reach infinite scaled size in a finite coverage ratio, and the normalized scaling solution fails.

Integrating $J'=-(1-w)f$ from $u$ upward gives a useful reading of the flux:

$$\int_u^{u^*}f\,du=\frac{J(u)}{1-w}=e^{-(1-w)T(u)} .$$

The fraction larger than $u$ is the fraction older than $T(u)$, which is the argument of Section 1 in general form.

What lies beyond a finite $u^*$? In this continuum description no island born at small size crosses it, because the drift $C-wu$ vanishes there. Any islands initially beyond it are not replenished, while $N$ grows as $\theta^{1-w}$. Their share tends to zero, so $f=0$ beyond $u^*$ in the scaling limit.

## 5. A test family: linear capture

Take $C=1-b+bu$ with $b<1$. With $m=\int uf\,du$, the identity $\int Cf\,du=\int uf\,du$ of Section 3 becomes $1-b+bm=m$. Since $b\ne1$, this forces $m=1$, so the family suits any $w$ between 0 and 1. For $b\ne w$ define

$$u^*=\frac{1-b}{w-b},\qquad C-wu=(1-b)\left(1-\frac u{u^*}\right).$$

The exponent in the general formula is

$$\frac{2w-1-b}{1-b}\int_0^u\frac{dx}{1-x/u^*}=-\frac{2w-1-b}{w-b}\ln\left(1-\frac u{u^*}\right),$$

and therefore

$$f=\frac{1-w}{1-b}\left(1-\frac u{u^*}\right)^p,\qquad p=\frac{1-w}{w-b}-1 .$$

Three regimes follow.

- For $b<w$ there is a finite edge. The case $b=0$ is Section 1, now with its prefactor.
- For $b=w$ the denominator is the constant $1-w$ and the numerator is $w-1$, so $f=e^{-u}$.
- For $b>w$, $u^*$ is negative and no longer an edge. The distribution extends to infinity as $u^{-1-(1-w)/(b-w)}$. Its mean is finite because $(1-w)/(b-w)>1$ for $b<1$.

With $w=2/3$ and $b=0.4$, for example, $u^*=0.6/0.2667=2.25$ and $p=0.25$. Then $f(0)=0.5556$ and $f(1)=0.5556\,(1.25/2.25)^{0.25}=0.480$. Normalization and unit mean were tested by quadrature for $b=0$, $0.4$, $2/3$ and $0.8$.

## 6. What a curved capture function adds

Below $u^*$ the denominator is positive, so the sign of $f'$ is that of $2w-1-C'$. A linear $C$ has constant slope and gives a monotonic $f$. An interior maximum requires $C'$ to rise through

$$C'(u_{peak})=2w-1 .$$

At that point, differentiating the equation once gives $f''/f=-C''/(C-wu)$, which is negative for $C''>0$.

Near a simple zero, $C-wu\approx(w-C'_*)(u^*-u)$ with $C'_*=C'(u^*)<w$. Hence

$$\frac{f'}f\approx\frac{2w-1-C'_*}{(w-C'_*)(u^*-u)},\qquad f\propto(u^*-u)^p,\qquad p=\frac{1-w}{w-C'_*}-1 .$$

Since $p>-1$, the edge is always integrable in this case, and $J\propto(u^*-u)^{p+1}$ vanishes as required. The distribution goes to zero at the edge if $C'_*>2w-1$ and diverges if $C'_*<2w-1$.

For a worked example take $w=2/3$ and the model function

$$C(u)=a+0.6\left(\sqrt{1+u^2}-1\right),$$

flat for small islands and nearly linear for large ones. A trial value $a=0.90$ gives $\int uf\,du=\int Cf\,du=1.376$: the identity holds, but the scaling is inconsistent. Requiring unit mean gives $a=0.7093$.

The features now follow by hand.

- **Origin:** $f(0)=0.3333/0.7093=0.470$.
- **Peak:** $0.6u/\sqrt{1+u^2}=1/3$ means $u/\sqrt{1+u^2}=5/9$, so $u_{peak}=5/\sqrt{56}=0.668$. The height there, which needs a numerical integral, is $0.560$.
- **Edge:** $C=wu$ at $u^*=3.069$, where $C'_*=0.5705$. Thus $p=0.3333/(0.6667-0.5705)-1=2.47$, and $f$ vanishes smoothly.

A local check of the integrand is also possible. At $u=0.875$, $C=0.9065$ and $C'=0.3951$, so $f'/f=(0.3333-0.3951)/(0.9065-0.5833)=-0.191$. The tabulated values $f(0.75)=0.5583$ and $f(1)=0.5321$ give $\ln(0.5321/0.5583)/0.25=-0.192$.

## 7. A test with discrete rate equations

The discrete rate equations can be integrated for every size from the first pair onward. I use $D/F=10^{11}$, $\sigma_1=1$ and $\sigma_s=C(s/S)$ with the function above. Its constant $a$ was fixed beforehand using $w=2/3$ and the formula for $f$, but the rate equations themselves contain neither $w$ nor $f$. Pair formation now takes its two atoms from the adatom balance:

$$2\frac DF\sigma_1n_1^2+\frac DFn_1\sum_s\sigma_sN_s=1 .$$

The adatom density is still assumed to be quasi-steady, although this is not accurate while the very first pairs form, and the equations are still mean-field ones with a prescribed $C$. They test the scaling and continuum steps, not the choice of $C$.

At $\theta=0.1$ the mean size is $S=695$ atoms and $N=1.44\times10^{-4}$ per site. The simple law of Section 1 gives $N=(3\times0.1\times10^{-11})^{1/3}=1.44\times10^{-4}$. Between $0.05$ and $0.1$ monolayer the growth exponent is $0.665$, against $2/3$. The mean of $C$ is $1.0002$. The share of deposited atoms used in nucleation is expected to be $2\,dN/d\theta=2(1-w)/S=0.667/695=9.6\times10^{-4}$, in agreement with the computed value.

The distribution peaks at $u=0.671$, against $0.668$. At $u=1$ the rate equations give $f=0.536$ and the formula $0.532$. Over $0.1\le u\le3$ the largest absolute difference in $f$ is $0.021$, or about 4% of the peak height. It was $0.044$ at $\theta=0.005$, where $S=95$.

This decrease is much slower than $1/S$: $S$ grew by a factor of 7.3, but the difference only halved. The history in Section 4 suggests why. With $w=2/3$, the fraction of islands beyond $u$ is $q=(\theta'/\theta)^{1/3}$, so the mean size when an island now at $u$ was born was

$$S(\theta')=S\left(\frac{\theta'}\theta\right)^{2/3}=Sq^2 .$$

At $u=2$, $q=J/(1-w)=3(1.4509-1.3333)(0.2127)=0.075$, and $Sq^2=3.9$ atoms. At $u=2.5$, $q=3(1.7248-1.6667)(0.0586)=0.010$, and $Sq^2=0.07$ atoms. The second value is impossible for real islands. The continuum formula fills this part of the tail with islands born before the scaling law could have begun.

By this estimate, which assumes growth at the mean rate, the tail beyond about $u=2$ consists of islands that began to grow when $S$ was small; birth times were not tracked in the rate equations. Two things separate the rate equations from the formula there. First, growth has a beginning, so no island can be older than the first pair, whereas the formula allows any age. Second, while $S$ was small, the second derivative dropped in Section 2 was not negligible. That term describes chance: islands of equal age capture unequal numbers of atoms. An early lead or lag is forgotten only slowly. Near $u^*$ a small deviation in $u$ shrinks as $\theta^{-(w-C'_*)}$, here $\theta^{-0.096}$. If the continuum equation becomes accurate only above some fixed mean size $S_0$, the fraction of islands born before that is $(S_0/S)^{1/2}$, which also shrinks slowly. This indicates the trend, not the exact size of the difference.

The far tail shows this random spread plainly: chance carries some islands past $u^*$, where growth at the mean rate would not take them. At $u=3$ the formula gives $f=0.0004$ and the rate equations $0.0097$. The absolute difference is small, but the relative one is very large. Since this tail is attributed to the oldest islands, its values may depend on how the start of growth is treated, here with a quasi-steady adatom density; that dependence was not tested. A fraction $2.5\times10^{-3}$ of the islands lies beyond $u^*$, down from $6.1\times10^{-3}$ at $\theta=0.005$. Multiplied by $N$, these fractions correspond to $3.6\times10^{-7}$ and $3.2\times10^{-7}$ islands per site. Their number is thus nearly constant, with a slight increase that the strict continuum limit would forbid, while their share is diluted by later nucleation.

## 8. Where the formula stops applying

The result needs a single function $C(u)$ over the coverage range considered. If the capture numbers, divided by their mean, still change with coverage at fixed $u$, $f$ changes too and the ordinary differential equation is not justified. The formula does not supply $C$. That function carries the spatial information: how much surface drains towards an island of given size. Nor does the formula supply $w$. The value $2/3$ used in the examples assumes a $\sigma_{av}$ that does not change with coverage. For compact islands $\sigma_{av}$ grows as the islands grow, nucleation slows, and $w$ typically lies above $2/3$ and drifts upward with coverage, so it must be taken from the same data as $C$.

Coalescence turns two islands into one larger island, and detachment adds a flow towards smaller sizes; neither is in the rate equation. Direct landing on islands is also neglected. For single-layer islands it involves a fraction $\theta$ of the incoming atoms, so at $\theta=0.1$ it is a tenth of the flux. The comparison in Section 7 omits it on both sides and does not measure its effect.

Finally, errors in $C$ matter most where $C-wu$ is small. In the example this difference falls from $0.709$ at $u=0$ to $0.058$ at $u=2.5$. An error of $0.03$ in $C$ would change the denominator by about 4% at the origin but by half in the tail. A uniform error of this size therefore leaves the large-island tail much more uncertain, in relative terms, than the height of the peak. The position of the peak depends on the slope $C'$, so it also requires that the slope be known well.

The numerical output below gives the remaining values and the coverage dependence.

## Numbers as computed

```
Model: w = 0.6667, large-u slope of C = 0.60, D/F = 1.0e+11
Trial a = 0.90 gives mean u = 1.3761, mean C = 1.3761
Consistent a = C(0) = 0.70928
f(0) = 0.46996
Mean u = 1.00000, mean C = 1.00000
Peak position u = 0.6682, peak height f = 0.5600
Edge u* = 3.0686, C'(u*) = 0.5705, edge exponent p = 2.4652
Edge exponent from numerical f = 2.4652
Solvable family: b, upper end of u, f(0), f(1)
  0.0000  1.5000  0.3333  0.5774
  0.4000  2.2500  0.5556  0.4796
  0.6667  inf  1.0000  0.3679
  0.8000  inf  1.6667  0.2789
Rate equations, coverage in monolayers, densities per site:
  theta = 0.005: S = 95.38 atoms, N = 5.2422e-05, n1 = 1.893e-07
    mean C = 1.0005, largest f difference = 0.0444
    island fraction beyond u* = 6.10e-03, peak u = 0.681
    share of atoms used in nucleation = 7.17e-03
  theta = 0.050: S = 438.19 atoms, N = 1.1411e-04, n1 = 8.748e-08
    mean C = 1.0003, largest f difference = 0.0254
    island fraction beyond u* = 3.11e-03, peak u = 0.671
    share of atoms used in nucleation = 1.53e-03
  theta = 0.100: S = 694.80 atoms, N = 1.4393e-04, n1 = 6.940e-08
    mean C = 1.0002, largest f difference = 0.0214
    island fraction beyond u* = 2.50e-03, peak u = 0.671
    share of atoms used in nucleation = 9.63e-04
Growth exponent from rate equations (0.05 to 0.1 ML) = 0.6651
u, C(u), f from formula, f from rate equations at 0.1 ML
  0.25  0.7277  0.5204  0.5229
  0.50  0.7801  0.5531  0.5559
  0.75  0.8593  0.5583  0.5614
  1.00  0.9578  0.5321  0.5356
  1.50  1.1909  0.3986  0.4030
  2.00  1.4509  0.2127  0.2005
  2.50  1.7248  0.0586  0.0489
  3.00  2.0066  0.0004  0.0097
```
